# Closed-Shell Exchange and the Configuration-Average Energy in Atomic Hartree–Fock: verification in Python

```python
"""Closed-shell exchange and the configuration-average energy of an atom.

Result under test, with T_k(l,l') = (l k l'; 0 0 0)^2 (squared 3j symbol):
  exchange of one electron nl with a filled shell n'l':
      -sum_k (2l'+1) T_k(l,l') G^k, the same for every m;
  E_av = sum_a w_a I_a + sum_a w_a(w_a-1)/2 V_aa + sum_{a<b} w_a w_b V_ab,
      V_aa = F^0 - (2l+1)/(4l+1) sum_{k>0} T_k(l,l) F^k,
      V_ab = F^0 - 1/2 sum_k T_k(la,lb) G^k.
w_a: electrons in shell a; I_a: one-electron energy; F^k, G^k: Slater
integrals. Example: nonrelativistic Ge atom, [Ar] 3d10 4s2 4p2.
Hartree atomic units throughout, unless a printed label says eV.
"""
from functools import lru_cache
from itertools import combinations
from math import factorial, sqrt

import numpy as np
from pyscf import gto, scf
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import gamma, gammainc, gammaincc, lpmv
from sympy.physics.wigner import wigner_3j

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


@lru_cache(maxsize=None)
def T(l, k, lp):
    """Squared 3j symbol with zero projections."""
    return float(wigner_3j(l, k, lp, 0, 0, 0) ** 2)


def k_values(l, lp):
    return range(abs(l - lp), l + lp + 1, 2)


def same_shell_mean(l, F):
    return F[0] - (2*l + 1) / (4*l + 1) * sum(
        T(l, k, l) * F[k] for k in k_values(l, l) if k > 0)


def cross_shell_mean(la, lb, F0, G):
    return F0 - 0.5 * sum(T(la, k, lb) * G[k] for k in k_values(la, lb))


# ---------- Gaunt coefficients from their defining angular integral ----------
nodes, node_weights = np.polynomial.legendre.leggauss(24)


@lru_cache(maxsize=None)
def theta(l, m):
    """Normalized polar part of Y_lm on the quadrature nodes."""
    if m < 0:
        return (-1) ** (-m) * theta(l, -m)
    norm = sqrt((2*l + 1) / 2 * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, nodes)


@lru_cache(maxsize=None)
def gaunt(k, l, m, lp, mp):
    q = m - mp
    if abs(q) > k:
        return 0.0
    integrand = theta(l, m) * theta(k, q) * theta(lp, mp)
    return sqrt(2 / (2*k + 1)) * float(node_weights @ integrand)


gaunt_error = 0.0
for lp in range(4):
    for k in range(7):
        direct_sum = sum(gaunt(k, lp, mp, lp, mp) for mp in range(-lp, lp + 1))
        gaunt_error = max(gaunt_error,
                          abs(direct_sum - (2*lp + 1) * (k == 0)))
        for l1 in range(4):
            for l2 in range(4):
                for m in range(-min(l1, l2), min(l1, l2) + 1):
                    total = sum(gaunt(k, l1, m, lp, mp) * gaunt(k, l2, m, lp, mp)
                                for mp in range(-lp, lp + 1))
                    expected = (2*lp + 1) * T(l1, k, lp) if l1 == l2 else 0.0
                    gaunt_error = max(gaunt_error, abs(total - expected))
assert gaunt_error < 1e-11

# ---------- mean over every determinant of p2 d3, arbitrary integrals ----------
rng = np.random.default_rng(3)
F_test = {pair: {k: rng.uniform(0.1, 1.0) for k in range(0, 5, 2)}
          for pair in [(1, 1), (1, 2), (2, 2)]}
G_test = {(1, 1): F_test[1, 1], (2, 2): F_test[2, 2],
          (1, 2): {1: rng.uniform(0.1, 1.0), 3: rng.uniform(0.1, 1.0)}}
spin_orbitals = [(l, m, s) for l in (1, 2) for m in range(-l, l + 1)
                 for s in (0, 1)]
pair_energy = np.zeros((16, 16))
for i, j in combinations(range(16), 2):
    (la, ma, sa), (lb, mb, sb) = spin_orbitals[i], spin_orbitals[j]
    value = sum(gaunt(k, la, ma, la, ma) * gaunt(k, lb, mb, lb, mb) * f
                for k, f in F_test[la, lb].items())
    if sa == sb:
        value -= sum(gaunt(k, la, ma, lb, mb) ** 2 * g
                     for k, g in G_test[la, lb].items())
    pair_energy[i, j] = pair_energy[j, i] = value
energies = []
for p_set in combinations(range(6), 2):
    for d_set in combinations(range(6, 16), 3):
        occupied = list(p_set + d_set)
        energies.append(0.5 * pair_energy[np.ix_(occupied, occupied)].sum())
formula_mean = (same_shell_mean(1, F_test[1, 1])
                + 3 * same_shell_mean(2, F_test[2, 2])
                + 6 * cross_shell_mean(1, 2, F_test[1, 2][0], G_test[1, 2]))
number_p2d3 = len(energies)
assert abs(np.mean(energies) - formula_mean) < 1e-11

# ---------- radial Gaussian basis for germanium ----------
Z = 32
exponents = {0: 0.04 * 2.4 ** np.arange(21),
             1: 0.03 * 2.4 ** np.arange(16),
             2: 0.15 * 2.5 ** np.arange(10)}
# name, l, column among orbitals of that l, number of electrons
shells = [("1s", 0, 0, 2), ("2s", 0, 1, 2), ("3s", 0, 2, 2), ("4s", 0, 3, 2),
          ("2p", 1, 0, 6), ("3p", 1, 1, 6), ("3d", 2, 0, 10), ("4p", 1, 2, 2)]
W_OPEN, N_OPEN = 2, 6
assert sum(s[3] for s in shells) == Z


def moment(n, p):
    """Integral of r^n exp(-p r^2) from zero to infinity."""
    return gamma((n + 1) / 2) / (2 * p ** ((n + 1) / 2))


norms = {l: 1 / np.sqrt(moment(2*l + 2, 2*a)) for l, a in exponents.items()}
log_r = np.linspace(np.log(1e-8), np.log(60.0), 400)
r = np.exp(log_r)
step = log_r[1] - log_r[0]


def pair_parameters(l, lp):
    p = (exponents[l][:, None] + exponents[lp][None, :]).ravel()
    return p[:, None], np.outer(norms[l], norms[lp]).ravel()[:, None]


def pair_density(l, lp):
    p, c = pair_parameters(l, lp)
    return c * r ** (l + lp + 2) * np.exp(-p * r**2)


def pair_potential(k, l, lp):
    """Integral of r<^k / r>^(k+1) over a pair density, in closed form."""
    p, c = pair_parameters(l, lp)
    n = l + lp + 2
    inside = moment(n + k, p) * gammainc((n + k + 1) / 2, p * r**2)
    outside = moment(n - k - 1, p) * gammaincc((n - k) / 2, p * r**2)
    return c * (inside / r ** (k + 1) + outside * r**k)


def radial_integrals(k, l1, l2, l3, l4):
    matrix = (pair_density(l1, l2) * r * step) @ pair_potential(k, l3, l4).T
    return matrix.reshape([len(exponents[l]) for l in (l1, l2, l3, l4)])


direct = {(l, lp): radial_integrals(0, l, l, lp, lp)
          for l in range(3) for lp in range(3)}
exchange = {(l, lp, k): radial_integrals(k, l, lp, l, lp)
            for l in range(3) for lp in range(3) for k in k_values(l, lp)}

overlap, kinetic, one_body, start = {}, {}, {}, {}
# screened nuclear attraction, used only to start the iteration
guess_potential = -(1 + (Z - 1) / (1 + 3.2 * np.expm1(r / 0.8))) / r
for l, a in exponents.items():
    A, B = a[:, None], a[None, :]
    c, p = np.outer(norms[l], norms[l]), A + B
    overlap[l] = c * moment(2*l + 2, p)
    kinetic[l] = 0.5 * c * (((l + 1)**2 + l*(l + 1)) * moment(2*l, p)
                            - 2*(l + 1) * p * moment(2*l + 2, p)
                            + 4 * A * B * moment(2*l + 4, p))
    one_body[l] = kinetic[l] - Z * c * moment(2*l + 1, p)
    guess = (pair_density(l, l) * guess_potential * r * step).sum(axis=1)
    start[l] = kinetic[l] + guess.reshape(len(a), len(a))


def contract(array, a, b, c, d):
    return float(array @ d @ c @ b @ a)


def slater_F(k, l, c):
    return contract(exchange[l, l, k], c, c, c, c)


def slater_F0(la, a, lb, b):
    return contract(direct[la, lb], a, a, b, b)


def slater_G(k, la, a, lb, b):
    return contract(exchange[la, lb, k], a, b, a, b)


def average_energy(C):
    """Configuration-average energy from the formula under test."""
    total = 0.0
    for i, (_, la, ia, wa) in enumerate(shells):
        a = C[la][:, ia]
        F = {k: slater_F(k, la, a) for k in k_values(la, la)}
        total += wa * (a @ one_body[la] @ a)
        total += wa * (wa - 1) / 2 * same_shell_mean(la, F)
        for _, lb, ib, wb in shells[:i]:
            b = C[lb][:, ib]
            G = {k: slater_G(k, la, a, lb, b) for k in k_values(la, lb)}
            total += wa * wb * cross_shell_mean(la, lb,
                                                slater_F0(la, a, lb, b), G)
    return total


def density_matrices(C):
    D = {l: np.zeros_like(overlap[l]) for l in range(3)}
    for _, l, i, w in shells:
        D[l] += w * np.outer(C[l][:, i], C[l][:, i])
    return D


def effective_fock(C, D):
    """One matrix per l whose eigenvectors make E_av stationary."""
    F = {}
    for l in range(3):
        F[l] = one_body[l].copy()
        for lp in range(3):
            F[l] += np.tensordot(direct[l, lp], D[lp], 2)
            for k in k_values(l, lp):
                F[l] -= 0.5 * T(l, k, lp) * np.einsum(
                    "abcd,bd->ac", exchange[l, lp, k], D[lp])
    # The open 4p shell needs its own within-shell interaction.
    o = C[1][:, 2]
    O = np.outer(o, o)
    J0 = np.tensordot(exchange[1, 1, 0], O, 2)
    K0, K2 = [np.einsum("abcd,bd->ac", exchange[1, 1, k], O) for k in (0, 2)]
    as_closed = W_OPEN * (J0 - 0.5 * (T(1, 0, 1) * K0 + T(1, 2, 1) * K2))
    true_own = (W_OPEN - 1) * (J0 - 3 / 5 * T(1, 2, 1) * K2)
    g = (true_own - as_closed) @ o
    # Coupling to filled p shells weighs both Fock operators by occupation.
    closed = C[1][:, :2]
    t = g - N_OPEN / (N_OPEN - W_OPEN) * overlap[1] @ closed @ (closed.T @ g)
    So = overlap[1] @ o
    F[1] += np.outer(t, So) + np.outer(So, t) - (o @ t) * np.outer(So, So)
    return F


# ---------- self-consistent field with error-vector extrapolation ----------
inverse_root = {l: np.linalg.inv(np.linalg.cholesky(overlap[l]))
                for l in range(3)}
C = {l: eigh(start[l], overlap[l])[1] for l in range(3)}
history, converged = [], False
for iteration in range(1, 101):
    D = density_matrices(C)
    F = effective_fock(C, D)
    parts = []
    for l in range(3):
        FDS = F[l] @ D[l] @ overlap[l]
        parts.append((inverse_root[l] @ (FDS - FDS.T)
                      @ inverse_root[l].T).ravel())
    error = np.concatenate(parts)
    if np.abs(error).max() < 1e-6:
        converged = True
        break
    history = (history + [(F, error)])[-7:]
    n = len(history)
    B = np.array([[e1 @ e2 for _, e2 in history] for _, e1 in history])
    system = np.ones((n + 1, n + 1))
    system[:n, :n] = B / B.diagonal().max()
    system[n, n] = 0.0
    mix = np.linalg.lstsq(system, np.eye(n + 1)[n], rcond=None)[0][:n]
    for l in range(3):
        mixed = sum(x * item[0][l] for x, item in zip(mix, history))
        C[l] = eigh(0.5 * (mixed + mixed.T), overlap[l])[1]
assert converged
orbital_energy = {name: C[l][:, i] @ F[l] @ C[l][:, i]
                  for name, l, i, _ in shells}
E_av = average_energy(C)
E_kinetic = sum(w * (C[l][:, i] @ kinetic[l] @ C[l][:, i])
                for _, l, i, w in shells)
virial = -(E_av - E_kinetic) / E_kinetic
assert abs(virial - 2) < 1e-4


def rotated_energy(l, i, j, angle):
    rotated = {q: C[q].copy() for q in C}
    rotated[l][:, i] = np.cos(angle) * C[l][:, i] + np.sin(angle) * C[l][:, j]
    rotated[l][:, j] = np.cos(angle) * C[l][:, j] - np.sin(angle) * C[l][:, i]
    return average_energy(rotated)


# 4p-virtual, 3p-4p, 3d-virtual and 4s-virtual rotations
slopes = [(rotated_energy(l, i, j, 1e-4) - rotated_energy(l, i, j, -1e-4)) / 2e-4
          for l, i, j in [(1, 2, 3), (1, 1, 2), (2, 0, 1), (0, 3, 4)]]
assert max(map(abs, slopes)) < 1e-5

# ---------- independent three-dimensional Gaussian integrals ----------
basis = [[l, [float(a), 1.0]] for l in range(3) for a in exponents[l]]
mol = gto.M(atom="Ge 0 0 0", basis={"Ge": basis}, spin=0, verbose=0,
            parse_arg=False)
offsets = mol.ao_loc_nr()


def spatial_orbitals(l, c):
    """Columns: the 2l+1 real orbitals that share radial coefficients c."""
    V = np.zeros((mol.nao_nr(), 2*l + 1))
    for b in range(mol.nbas):
        if mol.bas_angular(b) == l:
            j = np.argmin(np.abs(np.log(exponents[l] / mol.bas_exp(b)[0])))
            for m in range(2*l + 1):
                V[offsets[b] + m, m] = c[j]
    return V


V3d = spatial_orbitals(2, C[2][:, 0])
V4p = spatial_orbitals(1, C[1][:, 2])
S3 = mol.intor("int1e_ovlp")
assert np.abs(V4p.T @ S3 @ V4p - np.eye(3)).max() < 1e-8
D_core = np.zeros_like(S3)
for name, l, i, _ in shells:
    if name != "4p":
        V = spatial_orbitals(l, C[l][:, i])
        D_core += 2 * V @ V.T
p_pairs = [(0, 0), (0, 1), (0, 2), (1, 1), (1, 2), (2, 2)]
matrices = [D_core, V3d @ V3d.T, np.outer(V3d[:, 2], V3d[:, 2])]
for i, j in p_pairs:
    X = np.outer(V4p[:, i], V4p[:, j])
    matrices.append(0.5 * (X + X.T))
J, K = scf.hf.get_jk(mol, np.array(matrices), hermi=1)
h3 = mol.intor("int1e_kin") + mol.intor("int1e_nuc")

# exchange of the real 4p orbitals with a full and with a one-orbital 3d shell
K_full = V4p.T @ K[1] @ V4p
K_single = np.diag(V4p.T @ K[2] @ V4p)
c4p, c3d = C[1][:, 2], C[2][:, 0]
G_pd = {k: slater_G(k, 1, c4p, 2, c3d) for k in (1, 3)}
K_formula = sum(5 * T(1, k, 2) * G_pd[k] for k in (1, 3))
assert np.abs(K_full - K_formula * np.eye(3)).max() < 1e-8
assert K_single.max() > 1.1 * K_single.min()

# all 15 determinants of 4p2 above the filled shells
E_core = np.sum(D_core * (h3 + 0.5 * J[0] - 0.25 * K[0]))
f_core = V4p.T @ (h3 + J[0] - 0.5 * K[0]) @ V4p
assert np.abs(f_core - f_core[0, 0] * np.eye(3)).max() < 1e-6
coulomb = np.zeros((3, 3, 3, 3))
for (i, j), Jij in zip(p_pairs, J[3:]):
    coulomb[:, :, i, j] = coulomb[:, :, j, i] = V4p.T @ Jij @ V4p
p_spin = [(i, s) for i in range(3) for s in (0, 1)]


def repulsion(a, b, c, d):
    """Electron 1 goes from c to a, electron 2 from d to b."""
    if a[1] != c[1] or b[1] != d[1]:
        return 0.0
    return coulomb[a[0], c[0], b[0], d[0]]


determinants = list(combinations(p_spin, 2))
H = np.zeros((15, 15))
for x, (a, b) in enumerate(determinants):
    H[x, x] = E_core + f_core[a[0], a[0]] + f_core[b[0], b[0]]
    for y, (c, d) in enumerate(determinants):
        H[x, y] += repulsion(a, b, c, d) - repulsion(a, b, d, c)
E_mean = np.trace(H) / 15
assert abs(E_mean - E_av) < 1e-6

F0, F2 = slater_F(0, 1, c4p), slater_F(2, 1, c4p)
V_pp = same_shell_mean(1, {0: F0, 2: F2})
levels = np.linalg.eigvalsh(H - E_mean * np.eye(15))
expected = F2 / 25 * np.array([-3] * 9 + [3] * 5 + [12])
assert np.abs(levels - expected).max() < 1e-6

# orbital energy as a difference of averages at frozen orbitals
removal = E_mean - (E_core + np.trace(f_core) / 3)
assert abs(removal - orbital_energy["4p"]) < 1e-6

# evenly smeared electrons in the ordinary density-matrix energy
diagonal = [3 + p_pairs.index((i, i)) for i in range(3)]
share = W_OPEN / 3
D_smear = D_core + share * sum(matrices[q] for q in diagonal)
J_smear = J[0] + share * sum(J[q] for q in diagonal)
K_smear = K[0] + share * sum(K[q] for q in diagonal)
E_smear = np.sum(D_smear * (h3 + 0.5 * J_smear - 0.25 * K_smear))
excess = E_smear - E_mean
assert abs(excess - W_OPEN * (N_OPEN - W_OPEN) / (2 * N_OPEN) * V_pp) < 1e-6

# ---------- output ----------
print(f"Gaunt sums, l,l' = 0..3: largest deviation = {gaunt_error:.1e}")
print(f"p2 d3 determinants enumerated = {number_p2d3}")
print(f"Ge atom: Z = {Z}, radial functions s,p,d =",
      [len(exponents[l]) for l in range(3)])
print("Exchange weights (2l'+1)(l k l';000)^2 for a p electron:")
for lp, label in enumerate("spd"):
    for k in k_values(1, lp):
        print(f"  filled {label} shell, k={k}: {(2*lp + 1) * T(1, k, lp):.6f}")
print(f"SCF iterations = {iteration}")
print(f"Virial ratio -V/T = {virial:.7f}")
print(f"Largest tested energy slope = {max(map(abs, slopes)):.1e} hartree/rad")
for name, *_ in shells:
    print(f"Orbital energy {name} = {orbital_energy[name]:.5f} hartree")
print(f"G1(4p,3d) = {G_pd[1]:.6f} hartree")
print(f"G3(4p,3d) = {G_pd[3]:.6f} hartree")
print(f"4p exchange with full 3d, formula = {K_formula:.6f} hartree (magnitude)")
for axis, full, single in zip("xyz", np.diag(K_full), K_single):
    print(f"  4p{axis}: full 3d {full:.6f}, only 3d(z2) {single:.6f} hartree")
print(f"F0(4p,4p) = {F0:.6f} hartree")
print(f"F2(4p,4p) = {F2:.6f} hartree")
print(f"Mean 4p-4p pair energy V = {V_pp:.6f} hartree")
print(f"E_av, formula = {E_av:.6f} hartree")
print(f"E_av, mean of 15 determinants = {E_mean:.6f} hartree")
print(f"4p removal energy difference = {removal:.6f} hartree")
print(f"  its magnitude = {abs(removal) * HARTREE_EV:.3f} eV")
for term, first, last in [("3P", 0, 9), ("1D", 9, 14), ("1S", 14, 15)]:
    shift = levels[first:last].mean()
    print(f"{term} ({last - first} states): E - E_av = {shift:.6f} hartree"
          f" = {shift * HARTREE_EV:.4f} eV")
print(f"Smeared-occupation energy minus E_av = {excess:.6f} hartree")
print("success")
```

Output:

```
Gaunt sums, l,l' = 0..3: largest deviation = 1.5e-14
p2 d3 determinants enumerated = 1800
Ge atom: Z = 32, radial functions s,p,d = [21, 16, 10]
Exchange weights (2l'+1)(l k l';000)^2 for a p electron:
  filled s shell, k=1: 0.333333
  filled p shell, k=0: 1.000000
  filled p shell, k=2: 0.400000
  filled d shell, k=1: 0.666667
  filled d shell, k=3: 0.428571
SCF iterations = 10
Virial ratio -V/T = 2.0000013
Largest tested energy slope = 7.1e-07 hartree/rad
Orbital energy 1s = -405.25081 hartree
Orbital energy 2s = -52.15670 hartree
Orbital energy 3s = -7.19682 hartree
Orbital energy 4s = -0.55707 hartree
Orbital energy 2p = -46.24253 hartree
Orbital energy 3p = -5.16739 hartree
Orbital energy 3d = -1.64078 hartree
Orbital energy 4p = -0.26933 hartree
G1(4p,3d) = 0.021712 hartree
G3(4p,3d) = 0.018766 hartree
4p exchange with full 3d, formula = 0.022517 hartree (magnitude)
  4px: full 3d 0.022517, only 3d(z2) 0.002826 hartree
  4py: full 3d 0.022517, only 3d(z2) 0.002826 hartree
  4pz: full 3d 0.022517, only 3d(z2) 0.007858 hartree
F0(4p,4p) = 0.312745 hartree
F2(4p,4p) = 0.159949 hartree
Mean 4p-4p pair energy V = 0.299949 hartree
E_av, formula = -2075.331217 hartree
E_av, mean of 15 determinants = -2075.331217 hartree
4p removal energy difference = -0.269330 hartree
  its magnitude = 7.329 eV
3P (9 states): E - E_av = -0.019194 hartree = -0.5223 eV
1D (5 states): E - E_av = 0.019194 hartree = 0.5223 eV
1S (1 states): E - E_av = 0.076775 hartree = 2.0892 eV
Smeared-occupation energy minus E_av = 0.199966 hartree
success
```
